When Electron Interference in an Oxide Film Becomes Two-Dimensional

**Question.** A conducting amorphous oxide film is 40 nm thick. Its electrons keep their phase over 20 nm at 50 K, and this length grows as a power of the temperature on cooling. At what temperature does quantum interference in the film change from three- to two-dimensional, how does that temperature scale with thickness, and how well defined is it?

**Answer.**

**The estimate**

The algebra uses atomic units, ħ = e = mₑ = 1, and keeps Boltzmann's constant k_B. Let D be the diffusion constant of the electrons and τ the time for which they keep their phase. The phase-coherence length L is defined by

L² = Dτ.

An electron needs a time of about t²/D to diffuse across a film of thickness t. If τ is much shorter than this, most interfering paths end before they have explored the thickness, and the interference is three-dimensional. If τ is much longer, each path samples the whole thickness many times. The remaining freedom lies in the plane, and the interference is two-dimensional. The two times are equal when L = t.

Suppose that the dephasing rate 1/τ grows as Tᵖ with p > 0, while D hardly depends on temperature. Then

L(T) = L₀ (T/T₀)^(−p/2),

where L₀ is the length at a reference temperature T₀. Setting L(T*) = t gives

(T*/T₀)^(p/2) = L₀/t.

Raising both sides to the power 2/p gives

T* = T₀ (L₀/t)^(2/p).

For L₀ = 20 nm, T₀ = 50 K, t = 40 nm and p = 2,

T* = 50 K × (20/40)¹ = 25 K.

As an energy, k_BT* is 0.00215 eV; the thickness is 400 Å. With the dephasing law held fixed, T* scales as t^(−2/p), which for p = 2 is 1/t. A 20 nm film would cross over at 50 K and an 80 nm film at 12.5 K.

Comparing two times fixes a result only up to a numerical factor. To see what happens at 25 K, one needs the interference correction for any ratio of t to L.

**The correction for any thickness**

An electron can travel round a closed path in either direction. Without a magnetic field and without spin-dependent scattering, the two amplitudes are equal, say A. Their joint probability is |A + A|² = 4|A|², against 2|A|² without interference. The electron therefore returns more often than a classical particle would, and the conductance is lowered. To leading order in weak disorder, the change in sheet conductance is proportional to the returns made before the phase is lost:

δG = −C D t ∫ P(s) exp(−s/τ) ds.

Here P(s) is the classical probability density for being back at the start after time s, averaged over starting points in the film. The positive constant C does not depend on temperature. Its value is not needed, because it cancels from T*. The integral starts at the elastic scattering time, since diffusion has no meaning before that.

Let the faces at z = 0 and z = t reflect the electrons without dephasing them. The diffusion modes across the film are then cosines with wavenumbers nπ/t, where n = 0, 1, 2, and so on. Each normalized mode has a squared amplitude that averages to 1/t over the thickness. In-plane diffusion contributes a return density 1/(4πDs), so

P(s) = [1/(4πDs)] (1/t) Σₙ exp(−D n²π² s/t²).

Inserting this and using 1/τ = D/L² gives

δG = −(C/4π) Σₙ ∫ (ds/s) exp(−D kₙ² s), with kₙ² = (nπ/t)² + 1/L².

The useful quantity is the slope of δG with respect to ln x at fixed thickness, where x = t/L. Since 1/L² = x²/t², the derivative of kₙ² with respect to ln x is 2x²/t². Differentiating the exponential brings down −D s times this factor. The two minus signs cancel, and so does the 1/s:

dδG/d ln x = (C/4π) Σₙ (2x²/t²) D ∫ exp(−D kₙ² s) ds.

For a short mean free path, the lower limit can be set to zero. The integral is then 1/(D kₙ²), and

dδG/d ln x = (C/4π) S(x), with S(x) = Σₙ 2x²/(x² + n²π²).

The sum follows from the product formula

sinh x = x Πₙ₌₁ [1 + x²/(n²π²)].

Taking the logarithm, differentiating and multiplying by x gives

x coth x = 1 + Σₙ₌₁ 2x²/(x² + n²π²).

The term n = 0 in S equals 2, and the other terms sum to x coth x − 1. Therefore

S(x) = 1 + x coth x.

Finally, x = (t/L₀)(T/T₀)^(p/2), so d ln x/d ln T = p/2 and

dδG/d ln T = (C/4π)(p/2) S(x).

The slope is positive: warming destroys interference and raises the conductance.

**The two limits and where they meet**

In the cold limit x ≪ 1, x coth x = 1 + x²/3 to leading order, so S tends to 2. This is the contribution of the uniform mode n = 0. Integration gives a correction that is logarithmic in temperature,

δG = constant + (C/4π) p ln T.

In the hot limit x ≫ 1, coth x tends to 1 and S tends to 1 + x. Integration with respect to ln x gives

δG = constant + (C/4π)(x + ln x).

The first term is the bulk correction. Divided by t, it becomes a conductivity change proportional to 1/L, which no longer contains the thickness and varies as T^(p/2).

The logarithm comes from the faces. A reflecting face acts as if an image electron started at distance 2z from the real one, where z is the distance to the face. This adds to the return density across the film a term

exp(−z²/Ds)/√(4πDs).

For short times, its integral over z is (1/2)√(πDs)/√(4πDs) = 1/4 for each face, or 1/2 for both faces together. The average over the film is thus 1/(2t), half the value 1/t of the uniform mode. This is why the surface term in S is 1, half of the cold limit 2.

The two limiting slopes are equal when

2 = 1 + x, so x = 1 and L = t.

The simple criterion thus marks the point where the slope of the two-dimensional law equals the slope of the three-dimensional law with its surface term. The corrections themselves do not cross. Integrating S gives ln(x sinh x), whose limits 2 ln x and x + ln x − ln 2 come closest at x = 1, where they differ by 1 − ln 2 = 0.31. The meeting of the slopes was checked numerically in the limit of zero mean free path. The transverse modes were taken from a diffusion operator with reflecting faces on 600 cells, and the resulting correction was differentiated in temperature. The cold limit was taken at x = 0.01 and the hot line was drawn through x = 6 and x = 12. They met at 24.99 K. This tests the algebra only: in the example film x = 12 means 300 K and L = 3.3 nm, outside the diffusive range discussed below.

The actual slope passes smoothly above the meeting point. At 25 K, S = 1 + coth 1 = 2.31, which is 16% above the common limiting value of 2. The slope lies within 10% of the two-dimensional law below 19.8 K, and within 10% of the law 1 + x above 31.2 K. The change is therefore a crossover about 11 K wide by this measure, not a transition.

**How much the choice of criterion matters**

A different criterion can be written as t = cL, with c a number of order one. Then L = t/c, and the power law gives

T = T₀ (cL₀/t)^(2/p) = c^(2/p) T*.

If the surface term is dropped, the hot limit of S is x alone. It meets the cold limit at x = 2, which gives 50 K for p = 2. If one instead equates 1/L with the first transverse wavenumber π/t, then c = π and the result is 78.5 K. The scaling with thickness is the same in all three cases, but the prefactor varies by π^(2/p), about a factor of three for p = 2 and 4.6 for p = 1.5. A quoted crossover temperature therefore needs its criterion stated beside it.

The surface term is not a small detail here. Its ratio to the bulk term in the hot limit is 1/x = L/t. Diffusion requires L to exceed the mean free path l, which is 4.85 nm in the example. Hence L/t stays above 4.85/40 = 0.12 throughout the diffusive range. At the reference temperature of 50 K, where x = 2, the surface term is half the bulk term.

**Which inputs control the number**

Taking the logarithm of the result gives

ln T* = ln T₀ + (2/p) ln(L₀/t).

For p = 2, a 10% error in L₀ or in t changes T* by about 10%. The derivative with respect to the exponent, with L₀ and T₀ held fixed, is

d ln T*/dp = −(2/p²) ln(L₀/t).

It vanishes when L₀ = t. The estimate is thus least sensitive to p if the coherence length is known at a temperature where it is close to the thickness. In the example L₀ is half the thickness, and the exponent matters moderately: T* is 19.8 K for p = 1.5 and 31.5 K for p = 3.

Some dephasing may persist at low temperature. If it alone would limit the coherence length to Lₛ, and L₀ now describes the temperature-dependent part, the rates add:

1/L² = 1/Lₛ² + (T/T₀)ᵖ/L₀².

Setting L = t and solving for the temperature gives

T = T₀ [L₀² (1/t² − 1/Lₛ²)]^(1/p) = T* (1 − t²/Lₛ²)^(1/p).

For Lₛ = 100 nm the factor is √(1 − 0.16) = 0.917, and the crossover falls to 22.9 K. For Lₛ ≤ t the condition L = t is not met at any nonzero temperature, because L never grows to the thickness. Saturation also removes the logarithmic law: d ln x/d ln T falls to zero on cooling. For Lₛ = 100 nm the slope dδG/d ln T, in units of C/4π, drops from 1.94 at 22.9 K to 1.05 at 10 K instead of settling at 2.

The diffusion constant in the criterion is the one across the film. If L₀ was obtained from transport in the plane and the transverse diffusion constant is smaller by a factor r, the relevant length is √r L₀, and T* is multiplied by r^(1/p). For r = 0.5 and p = 2 this gives 17.7 K. The size of this shift depends on the assumed value of r.

**Does the example satisfy the assumptions?**

The example takes an electron density n = 5×10²⁰ cm⁻³, a mobility μ = 30 cm²/Vs and an effective mass m = 0.30. For a parabolic, spin-degenerate band,

k_F = (3π²n)^(1/3) = 2.455 nm⁻¹.

The Fermi velocity is k_F/m and the scattering time is μm, so the mean free path is l = μk_F = 4.85 nm. This gives k_F l = 11.9, which is weak disorder. The diffusion constant is D = (k_F/m) l/3 = 15.3 cm²/s. At the crossover the dephasing time is

τ = t²/D = (40×10⁻⁷ cm)²/(15.3 cm²/s) ≈ 1.05 ps.

The thermal energy at 25 K is 0.3% of the Fermi energy of 0.766 eV, so the gas is degenerate. The assumed dephasing rate 1/τ is 0.29 k_BT at 25 K and reaches k_BT at about 86 K, so the assumed law should not be trusted much above that temperature.

About k_F t/π = 31 transverse subbands are filled. In its density of states the film is therefore close to a bulk conductor, even when its interference is two-dimensional. The first property compares the thickness with the Fermi wavelength, the second with the coherence length.

The mean free path is not negligible beside the thickness. Diffusion modes with nπ/t > 1/l have no clear meaning, which leaves n = 0, 1 and 2. With this rough cutoff, S at 25 K is

2 [1 + 1/(1 + π²) + 1/(1 + 4π²)] = 2.23,

which is 3% below the full sum. At 50 K the cutoff lowers S from 3.07 to 2.76, or by 10%. These sizes depend on how the cutoff is made. Limiting the total wavenumber, in-plane part included, to 1/l subtracts 2x²/(x² + t²/l²) from each of the three terms and lowers S by 7% at 25 K and by 21% at 50 K. The meeting point of the limiting slopes moves as well: to about 27 K if the integral starts at the elastic time, and to about 30 K with the cutoff on the total wavenumber. The hot side of the crossover is thus described less accurately than the cold side.

**Does the power law last down to the crossover?**

Thermal voltage noise in a thin sheet adds a dephasing process of its own. Let R be the sheet resistance. The thermal current noise has spectral density 2k_BT/R. Charge conservation requires the longitudinal part of this current to be balanced by a drift current qV/R, so the voltage noise at wavenumber q is

R² (2k_BT/R)/q² = 2k_BTR/q².

A path and its reverse see this voltage at different places at a given time. For wavelengths shorter than their separation, the two phases fluctuate independently, and the variance of their difference is twice that of one. For Gaussian noise the average of exp(iφ) is exp(−⟨φ²⟩/2), which removes the factor 2. The dephasing rate is then

∫ [q dq/(2π)] 2k_BTR/q² = (k_BTR/π) ln(q_max/q_min).

The lower limit is about 1/L, which equals 1/t at the crossover, and the upper limit is about π/t, beyond which the noise is no longer two-dimensional. The logarithm is then ln π. With R = 1/(nμt) = 104 Ω, the rate is 3.2% of the assumed dephasing rate at 25 K. Adding it lowers T* to 24.6 K. This overstates the effect by a factor of a few. The classical noise formula holds only for frequencies below k_BT, hence for Dq² < k_BT, which at 25 K means q below about 1.9/t rather than π/t, which alone reduces the 3.2% to 1.7%. A path and its reverse on a closed loop are also closer together than L. Allowing for this brings the ratio to roughly 0.6% and T* to about 24.9 K. Because this rate falls more slowly on cooling than T², it gains weight well below T*. The power law should therefore not be extended far into the two-dimensional range, but T* itself does not require that.

**What a resistance measurement would contain**

Interactions between electrons give a second quantum correction with a different length. Electrons whose energies differ by k_BT lose their relative phase in a time of about 1/(k_BT), during which they diffuse over

L_T = √(D/k_BT).

At 25 K this is 21.6 nm, still below the thickness. It reaches 40 nm when k_BT = D/t², at 7.3 K. Like any comparison of two lengths, this fixes the temperature only up to a numerical factor. If the condition is written as t = cL_T, the temperature is multiplied by c², and c = 1.85 already gives 25 K. The lengths alone therefore do not show which correction becomes two-dimensional first. Since the resistance contains both corrections, its temperature dependence alone need not show a single change of law at T*. A weak perpendicular magnetic field helps to separate the two, since a closed path and its reverse enclose opposite flux and acquire a phase difference.

**Comparison with real films**

The density and mobility are round values in the rough range of heavily doped amorphous indium-zinc-oxide films. The coherence length and exponent are assumed, not measured on a particular film, and should be replaced by measured values where these exist. Real films can depart from the model through saturation, a different dephasing exponent, additional dephasing by voltage noise or unequal diffusion along and across the film. For the cases sized above, taken one at a time, these move 25 K to values between 17.7 K and 31.5 K. The finite mean free path alone moves the meeting of the slopes to roughly 27 to 30 K. Spin-orbit scattering, which may matter in a film containing indium, would spoil the equality of the two amplitudes and has not been sized. In films with far fewer carriers or lower mobility, k_F l can approach one, and the estimate then does not apply. Nor does it describe operation at room temperature: the assumed law would give L = 20 nm × 50/300 ≈ 3 nm at 300 K, shorter than the mean free path.

The values used here are listed in the numerical output below.

Calculated quantities

```
INPUTS (round model values)
electron density: 5.0e+20 cm^-3
mobility: 30 cm2/Vs
effective mass: 0.30 electron masses
thickness: 40 nm
reference coherence length L0: 20 nm
reference temperature T0: 50 K
dephasing exponent p: 2.0 (no unit)
ELECTRON GAS
Fermi wavenumber: 2.455 nm^-1
Fermi energy: 0.766 eV
mean free path: 4.85 nm
kF times mean free path: 11.9 (no unit)
diffusion constant: 15.31 cm2/s
sheet resistance: 104.0 ohm
MAIN RESULT
crossover temperature T*: 25.00 K
thermal energy kB T*: 0.00215 eV
thickness converted: 400 angstrom
T* from meeting of numerical limits: 24.99 K
dephasing time at T*: 1.045 ps
slope S at T*: 2.3130 (no unit)
S at T* over 2D limit: 1.1565 (no unit)
SPREAD OF THE ESTIMATE
T at t = 2 L (no surface term): 50.0 K
T at t = pi L (first mode): 78.5 K
2D law good to 10 percent below: 19.8 K
3D law good to 10 percent above: 31.2 K
T* if p = 1.5: 19.8 K
T* if p = 3: 31.5 K
T* for 20 nm film: 50.0 K
T* for 80 nm film: 12.5 K
NEGLECTED EFFECTS
assumed saturation length: 100 nm
T* with saturation: 22.91 K
assumed transverse/in-plane D: 0.50 (no unit)
T* with anisotropic diffusion: 17.68 K
2D noise rate / dephasing rate at T*: 0.0316 (no unit)
T* with added 2D noise: 24.61 K
highest transverse mode kept: 2 (no unit)
S at T* with mode cutoff: 2.2334 (no unit)
S at T0, all modes: 3.0746 (no unit)
S at T0 with mode cutoff: 2.7608 (no unit)
kB T* / Fermi energy: 0.00281 (no unit)
filled subbands, kF t/pi: 31.3 (no unit)
thermal length at T*: 21.6 nm
interaction crossover: 7.31 K
```
